Benzotriazole deprotonation and the pH dependence of anion adsorption flux

**Problem**

Benzotriazole, written BTAH, is a weak acid that loses one proton to give the anion BTA⁻. It is dissolved at total concentration c_T = 1.0 mM in water buffered at pH 7, 8 or 9. Its pKa is 8.3, taken as the value that holds in this solution at 298.15 K.

A metal surface at x = 0 is in contact with a stagnant layer of thickness δ = 20 μm. Beyond the layer the solution is well mixed and at acid–base equilibrium. Both forms diffuse with D = 1.0×10⁻⁵ cm²/s. The surface is initially bare, and it takes up the anion alone, irreversibly, with flux J = k a(0), where a(0) is the anion concentration at the surface. The coefficient k does not depend on pH.

(a) Find the deprotonated fraction α at each pH.

(b) Find the anion flux relative to pH 7 when uptake is slow compared with diffusion.

(c) Derive the steady flux for any k and any rate of proton exchange. Under what conditions is it proportional to α?

(d) Evaluate the flux for k = 1.0×10⁻⁴ cm/s and for k = 0.10 cm/s. Take 1.0×10¹⁰ M⁻¹s⁻¹ both for protonation of BTA⁻ by H⁺ and for deprotonation of BTAH by OH⁻, and K_w = 1.0×10⁻¹⁴ M².

(e) Estimate how far the main neglected effects move the result for slow uptake.

**Solution**

**(a) The deprotonated fraction**

Let a and u be the concentrations of BTA⁻ and BTAH. With the proton activity written as 10^(−pH), the equilibrium condition is

10^(−pKa) = 10^(−pH) a/u.

Hence u/a = 10^(pKa−pH). The fraction is a/(a + u), and dividing numerator and denominator by a gives

α = 1/(1 + 10^(pKa−pH)).

The three values are

pH 7: α = 1/(1 + 19.95) = 0.0477, or 4.8 %

pH 8: α = 1/(1 + 1.995) = 0.334, or 33 %

pH 9: α = 1/(1 + 0.1995) = 0.834, or 83 %.

**(b) Relative flux for slow uptake**

If uptake is slow, diffusion keeps the surface concentration close to the bulk value αc_T, so J ≈ kαc_T. At fixed k and c_T, the relative flux is the ratio of the fractions:

J(pH)/J(7) = α(pH)/α(7) = 1 : 7.0 : 17.5 for pH 7 : 8 : 9.

The first pH unit brings a factor of 7.0 and the second a factor of 2.5. Well below the pKa, α ≈ 10^(pH−pKa) and rises tenfold per unit. Above the pKa it approaches 1, and little neutral acid remains to be converted.

**(c) The flux with diffusion and proton exchange**

Let k_f be the rate of BTAH → BTA⁻ and k_b the rate of the reverse step, both first order at fixed pH. In the steady state, diffusion balances reaction for each form:

D a″ = k_b a − k_f u

D u″ = k_f u − k_b a.

At equilibrium k_f u = k_b a, so α = k_f/(k_f + k_b). With J counted positive towards the surface, the conditions at x = 0 are a′(0) = J/D and u′(0) = 0, since the neutral form is not taken up. At x = δ, a = αc_T and u = (1 − α)c_T.

Adding the two equations removes the reaction terms. The total s = a + u therefore obeys s″ = 0, with slope J/D and s(δ) = c_T:

s(x) = c_T − J(δ − x)/D.

Now define the departure from local equilibrium, w = a − αs. Because s″ = 0, and u = s − a,

D w″ = D a″ = (k_f + k_b)a − k_f s = (k_f + k_b)(a − αs) = (k_f + k_b)w.

The departure thus varies over the reaction length

μ = √[D/(k_f + k_b)].

The bulk condition w(δ) = 0 selects w = −B sinh[(δ − x)/μ]. Its slope at the surface is (B/μ) cosh(δ/μ). The boundary conditions require

w′(0) = a′(0) − αs′(0) = (1 − α)J/D,

so B = (1 − α)Jμ/[D cosh(δ/μ)], and

w(0) = −(1 − α)(Jμ/D) tanh(δ/μ).

The anion concentration at the surface is αs(0) + w(0):

a(0) = αc_T − (J/D)[αδ + (1 − α)μ tanh(δ/μ)].

Multiplying by k, setting the left side equal to J and collecting the terms in J gives

J = kαc_T / {1 + (k/D)[αδ + (1 − α)μ tanh(δ/μ)]}.

A finite-volume solution of the two original equations was compared with this formula at all three pH values, for both k, and with the exchange rates of part (d) multiplied by 1, 10⁻⁴ and 10⁻⁹. The largest deviation was 1.5×10⁻⁶ of the formula's value.

Three limits follow.

*Slow uptake.* Since μ tanh(δ/μ) ≤ δ, the square bracket cannot exceed δ. The denominator lies between 1 and 1 + kδ/D. If kδ/D ≪ 1, then J ≈ kαc_T, whatever the exchange rate.

*Frozen exchange.* If μ ≫ δ, then μ tanh(δ/μ) → δ and

J → kαc_T/(1 + kδ/D).

The denominator does not contain pH, so the flux is again proportional to α, even for fast uptake.

*Fast exchange.* If μ ≪ δ and also kμ/D ≪ 1, so that exchange keeps up with uptake at the surface, then

J → kαc_T/(1 + αkδ/D).

If αkδ/D ≪ 1, as happens far enough below the pKa, J ≈ kαc_T and the flux is proportional to α even when kδ/D itself is large. The condition kμ/D ≪ 1 is still needed: with k = 0.10 cm/s and the rates of part (d), kμ/D is about 0.2 at pH 6, and J is only 0.78 kαc_T there although αkδ/D = 0.10. If αkδ/D ≫ 1, it becomes J → Dc_T/δ, which is independent of pH.

The neutral form is responsible for this last result. Its concentration is u = (1 − α)s − w, so the neutral flux entering the layer from the bulk is

D u′(δ) = (1 − α)J[1 − 1/cosh(δ/μ)].

For frozen exchange this vanishes, and the surface receives only anions that left the bulk as anions. For fast exchange it is (1 − α)J: at pH 7, about 95 % of the adsorbed material enters the layer as BTAH and dissociates on the way. The anion fraction in the bulk then no longer measures the supply.

**(d) Numerical values**

Each direction of exchange has a proton route and a hydroxide route. Let k₂ be the common second-order constant, K_a = 10^(−pKa) and h = 10^(−pH), both in M. Then

k_f = k₂K_a + k₂K_w/h

k_b = k₂h + k₂K_w/K_a.

The second term of k_b is the reaction of BTA⁻ with water. The ratio k_f/k_b is K_a/h, as equilibrium requires. The sums k_f + k_b are 2.2×10⁴, 3.0×10⁴ and 1.2×10⁵ s⁻¹ at pH 7, 8 and 9, which give μ = 213, 182 and 91 nm. All are far smaller than δ, so exchange is fast on the scale of the layer.

For k = 1.0×10⁻⁴ cm/s,

kδ/D = (1.0×10⁻⁴)(2.0×10⁻³)/(1.0×10⁻⁵) = 0.020.

With c_T = 1000 nmol/cm³, the kinetic estimate at pH 9 is kαc_T = 0.0834 nmol/(cm² s). The full formula gives 0.0820. The fluxes at pH 7, 8 and 9 are

J = 0.00477, 0.0332, 0.0820 nmol/(cm² s),

in the ratio 1 : 6.96 : 17.2. The answer to (b) is therefore changed by less than 2 %.

For k = 0.10 cm/s, kδ/D = 20. It is convenient to divide the numerator and denominator of the flux formula by αkδ/D:

J = (Dc_T/δ) / {1 + D/(αkδ) + [(1 − α)/α](μ/δ) tanh(δ/μ)}.

The prefactor is 5.0 nmol/(cm² s), and tanh(δ/μ) is practically 1. At pH 7 the denominator is

1 + 20.95/20 + 19.95 × 213/20000 = 1 + 1.05 + 0.21 = 2.26,

so J = 2.21 nmol/(cm² s). Direct proton transfer to and from the buffer is left out here. It would speed up the exchange and shrink the last term, raising J to at most 5.0/2.05 = 2.44 nmol/(cm² s). At pH 8 and 9 the fluxes, again without the buffer route, are 4.28 and 4.71 nmol/(cm² s). The ratio is now 1 : 1.9 : 2.1, although the deprotonated fractions are unchanged. In the limit of instantaneous exchange, which a concentrated buffer with fast proton transfer approaches, the fluxes are 2.44, 4.35 and 4.72 nmol/(cm² s) and the ratio is 1 : 1.8 : 1.9. With the same k but frozen exchange, it returns to 1 : 7.0 : 17.5.

The fast case needs a surface that is kept bare, for instance by continuous polishing. At the steady fluxes above, the 0.5 nmol/cm² of a monolayer would arrive in 0.1 to 0.2 s. The flux starts out higher than its steady value, so the same amount arrives sooner than this. The diffusion profile needs a few tenths of a second to settle (δ²/D = 0.40 s sets the scale), so the surface would not stay bare long enough for the steady flux to be established.

**(e) What the slow-uptake result leaves out**

The reference here is the pH 9 to pH 7 flux ratio, 17.5 from α alone or 17.2 with diffusion included. Each effect is changed separately.

*Ionic strength.* If 8.3 were the value at infinite dilution, the activity coefficient γ of the anion would enter as 10^(−pKa) = 10^(−pH)γa/u, so the working pKa would be pKa + log₁₀γ. Debye–Hückel theory for an ion of radius R = 0.3 nm gives

log₁₀γ = −e²κ/[8πεk_BT(1 + κR) ln 10],

where κ is the inverse screening length, ε the permittivity of water and k_B Boltzmann's constant. At ionic strength 0.05 M the shift is −0.09, and the ratio of fractions falls to 14.7.

*Temperature.* For an assumed dissociation enthalpy ΔH = 30 kJ/mol, independent of temperature,

ΔpKa = [ΔH/(R_g ln 10)](1/T₂ − 1/T₁),

with R_g the gas constant. Heating by 10 K at fixed pH lowers the pKa by 0.17 and the ratio to 12.8.

*Surface potential.* An anion at local potential φ has its equilibrium concentration multiplied by exp(eφ/k_BT). If φ drifts by an assumed −10 mV per pH unit, the change of −20 mV between pH 7 and 9 contributes a factor of 0.46. The ratio becomes 8.0.

*Site filling.* Let θ be the covered fraction, Γ = 0.5 nmol/cm² the site density and J₀ the initial flux. If uptake is proportional to the free sites, Γ dθ/dt = J₀(1 − θ) in the slow-uptake limit, so J = J₀ exp(−J₀t/Γ). The filling times Γ/J₀ are 105, 15 and 6.1 s at pH 7, 8 and 9. The pH 9 surface fills soonest, and after 1 s this formula lowers the flux ratio from 17.2 to 14.7. Putting k(1 − θ) into the full flux formula instead gives 14.8.

*Neutral adsorption.* If BTAH is also taken up, with one tenth of the anion's coefficient, the ratio of total uptake is 5.9. This is the largest change among the cases considered, but it concerns total inhibitor uptake, not the anion flux asked for.

*Smaller effects.* Lowering D of the neutral form by 20 % leaves the ratio at 17.2. Dissociation on the way to the surface releases protons at the rate (1 − α)J. A 50 mM buffer at its maximum capacity limits the resulting pH change to below 0.001 for slow uptake and about 0.02 for fast uptake. For fast uptake at pH 7 this change lowers the flux by about 2 %, from 2.21 to 2.17 nmol/(cm² s). A buffer whose own pKa is far from the solution pH would hold the pH less well.

**Comparison with a real surface.** Millimolar benzotriazole and a stagnant layer of some tens of micrometres are reasonable rough values for a wet rinse or polishing bath. The two uptake coefficients are chosen to display the two regimes and are not measured constants. On copper, protection by benzotriazole involves a film of copper complexes with the deprotonated molecule. Neutral molecules can also adsorb, and the surface oxide and its charge change with pH. The assumptions of anion-only uptake and a pH-independent k are therefore doubtful on real copper. With the sizes assumed in part (e), breaking either lowers the apparent pH 9 to pH 7 ratio by a factor of two to three. More neutral uptake or a stronger potential drift would lower it further, and the trend can reverse: if the potential felt by the anion drifts by more than about −37 mV per pH unit, the ratio falls below 1, and at −59 mV per pH unit it is 0.18. The ratio 1 : 7.0 : 17.5 describes the initial anion flux at fixed k, with slow uptake or frozen exchange; it is not a ratio of film thickness or corrosion protection. Further values are listed in the numerical output.

Values computed for the example and the checks

```
pKa: 8.3; temperature: 298.15 K
Total inhibitor: 1.0 mM; buffer: 50 mM
Layer: 20 micrometre; D: 1.0e-05 cm2/s
Uptake k, slow and fast: 1.0e-04, 1.0e-01 cm/s
Proton and hydroxide rate constants: 1.0e+10 1/(M s)
Water ion product: 1.0e-14 M2
k delta/D, slow and fast: 0.020, 20.0
Diffusion time delta^2/D: 0.40 s
Diffusion-limited flux: 5.000 nmol/(cm2 s)
pH 7: 10^(pKa-pH) = 19.9526
  deprotonated fraction: 0.0477 = 4.77 %
  relative flux, proportional law: 1.000
  kinetic flux k alpha cT: 0.00477 nmol/(cm2 s)
  slow-uptake flux: 0.00477 nmol/(cm2 s); relative 1.000
  fast-uptake flux: 2.212 nmol/(cm2 s); relative 1.000
  frozen exchange, fast uptake: relative 1.000
  exchange rate: 2.200e+04 1/s; reaction length 213.2 nm
  acidification, slow and fast: 0.00003, 0.01464 pH
pH 8: 10^(pKa-pH) = 1.9953
  deprotonated fraction: 0.3339 = 33.39 %
  relative flux, proportional law: 6.995
  kinetic flux k alpha cT: 0.03339 nmol/(cm2 s)
  slow-uptake flux: 0.03316 nmol/(cm2 s); relative 6.956
  fast-uptake flux: 4.281 nmol/(cm2 s); relative 1.935
  frozen exchange, fast uptake: relative 6.995
  exchange rate: 3.010e+04 1/s; reaction length 182.3 nm
  acidification, slow and fast: 0.00015, 0.01982 pH
pH 9: 10^(pKa-pH) = 0.1995
  deprotonated fraction: 0.8337 = 83.37 %
  relative flux, proportional law: 17.467
  kinetic flux k alpha cT: 0.08337 nmol/(cm2 s)
  slow-uptake flux: 0.08200 nmol/(cm2 s); relative 17.201
  fast-uptake flux: 4.713 nmol/(cm2 s); relative 2.131
  frozen exchange, fast uptake: relative 17.467
  exchange rate: 1.200e+05 1/s; reaction length 91.3 nm
  acidification, slow and fast: 0.00009, 0.00545 pH
Largest flux-law deviation from grid solution: 1.5e-06
Ionic strength: 0.05 M; ion radius: 0.3 nm; pKa shift -0.094
Fractions with ionic shift, pH 7, 8, 9: [0.0585 0.3833 0.8614]
Flux ratio pH 9/7 with ionic shift: 14.72
Assumed enthalpy: 30 kJ/mol; heating 10 K; pKa shift -0.171
Fractions after heating, pH 7, 8, 9: [0.0691 0.426  0.8813]
Flux ratio pH 9/7 after heating: 12.75
Assumed potential drift: -10 mV per pH unit
Potential factor on pH 9/7 ratio: 0.459; ratio becomes 8.02
Site density: 0.5 nmol/cm2; filling times, pH 7, 8, 9: [104.9  15.1   6.1] s
Flux ratio pH 9/7 after 1 s: 14.77
Flux ratio pH 9/7, neutral D 20 % lower: 17.195
Neutral uptake coefficient / anion value: 0.1; total uptake ratio pH 9/7: 5.87
```
